Young modulus of a porous film from its longitudinal echo

**Problem**

A porous dielectric film of thickness d = 500 nm and density ρ = 1200 kg/m³ lies on a thick, stiff substrate. A short light pulse, absorbed over a spot of radius 10 µm, gives the free surface a sudden push, modelled here as a brief outside pressure, and sends a longitudinal sound pulse straight down. The pulse is reflected at the substrate and is detected again at the surface t = 333 ps after the first surface motion. The Poisson ratio is not measured; it is taken as ν = 0.25.

(a) Estimate the Young modulus E of the film by scaling.
(b) Find E for a homogeneous, isotropic, linearly elastic film.
(c) Find the sign and size of the echo for a substrate of density 2300 kg/m³ and sound speed 8400 m/s.
(d) The standard errors are 5 nm in d, 1 ps in t, 36 kg/m³ in ρ and 0.05 in ν, all independent. How well is E known, and which further measurement would help most?

The z axis points down into the film, and tensile stress and extension are positive. The algebra contains neither ħ nor the electron charge, so it reads the same in atomic units.

**First estimate by scaling**

The echo has gone down and back, a path of 2d, so the sound speed is

v = 2d/t = 1000 nm / 333 ps = 3003 m/s.

A modulus is a force per area. The one product of powers of ρ and v with that dimension is ρv². Dimensional analysis therefore gives

E = (a pure number depending on ν) × ρv².

With the unknown number set to one,

E ≈ ρv² = 1200 kg/m³ × (3003 m/s)² = 10.82 GPa.

The estimate fixes the scale, about 10 GPa, but cannot supply the number. It also shows the importance of the path: if 333 ps were a one-way time, v would be halved and every modulus deduced from it divided by four.

**Exact solution**

*What the echo measures.* Let u(z,τ) be the displacement along z at time τ, and s the stress along z. A slice of area A between z and z + dz has mass ρA dz. The net force on it is A[s(z+dz) − s(z)] = A (∂s/∂z) dz. Newton's law, divided by A dz, is

ρ ∂²u/∂τ² = ∂s/∂z.

The strain along z is e_z = ∂u/∂z. Let M be the ratio s/e_z under the lateral conditions that hold in the film. Then

ρ ∂²u/∂τ² = M ∂²u/∂z².

A pulse of fixed shape, u = f(z − vτ), has ∂²u/∂τ² = v²f″ and ∂²u/∂z² = f″. It solves the equation if

M = ρv².

So 10.82 GPa is the value of M. It remains to relate M to E.

*The lateral conditions.* Near the middle of a wide spot nothing depends on x or y. Neighbouring columns of material are pushed alike, and none can widen at the expense of the next. Hence e_x = e_y = 0. This ends when a disturbance from the edge of the spot reaches the middle. Through the film alone that takes 10 µm / (3003 m/s) = 3330 ps, the edge release time in the numerical output. A path through the faster substrate of part (c) is quicker, but it still takes more than 10 µm / (8400 m/s) = 1190 ps, over three times the echo time.

*From M to E.* The Young modulus is defined by a pull along one axis with the sides free. For stresses along all three axes, Hooke's law for an isotropic solid is

E e_x = s_x − ν(s_y + s_z)
E e_y = s_y − ν(s_x + s_z)
E e_z = s_z − ν(s_x + s_y).

Set e_x = e_y = 0 and subtract the second line from the first:

0 = (1 + ν)(s_x − s_y).

Since ν > −1 in a stable solid, s_x = s_y. The first line then reads 0 = (1 − ν)s_x − νs_z, so

s_x = s_y = ν s_z/(1 − ν).

At ν = 0.25 the lateral stress is one third of the axial stress. Insert it in the third line:

E e_z = s_z [1 − 2ν²/(1 − ν)] = s_z (1 − ν − 2ν²)/(1 − ν).

The numerator factorizes, because (1 + ν)(1 − 2ν) = 1 − 2ν + ν − 2ν² = 1 − ν − 2ν². With s_z = M e_z,

E = h(ν) M, where h(ν) = (1 + ν)(1 − 2ν)/(1 − ν).

The result is

E = ρ (2d/t)² (1 + ν)(1 − 2ν)/(1 − ν).

*Numbers for (b).* At ν = 0.25, h = 1.25 × 0.50/0.75 = 0.8333, and

E = 0.8333 × 10.82 GPa = 9.02 GPa = 0.0563 eV/Å³.

*The echo, part (c).* A downward wave u = f(z − vτ) has material velocity w = −vf′ and stress s = Mf′. Therefore s = −(M/v)w = −Zw, with the impedance Z = M/v = ρv. For an upward wave the sign of v changes and s = +Zw.

Let a be the velocity amplitude arriving at the substrate, b the reflected one and c the transmitted one. A bonded interface requires equal velocities and equal stresses:

a + b = c
−Za + Zb = −Z_s c.

Eliminating c gives Z(a − b) = Z_s(a + b), hence

b = −r a, with r = (Z_s − Z)/(Z_s + Z).

When b reaches the free surface it creates a new downward wave g. The total stress there must vanish, −Zg + Zb = 0, so g = b and the surface moves with g + b = 2b. The first surface motion was a itself, since no upward wave was present then. The ratio of echo to first pulse is

2b/a = −2r.

Here Z = 3.60 MPa s/m and Z_s = 19.32 MPa s/m, so r = 0.686 and the ratio is −1.37. For a push from outside, the echo is inverted and, without damping, larger than the first pulse. Because r is a real constant, the reflection changes the size and sign of the pulse but adds no delay.

These statements were tested by integrating the equation of motion step by step for film and substrate. The film had the elastic constants that follow from E = 9.02 GPa and ν = 0.25, and the push was a Gaussian of standard deviation 5 ps. The time between the centroids of the two surface pulses came out as 333.00 ps, and the ratio of their areas as −1.371.

The ratio depends on how the light acts. If it suddenly heats a thin surface layer and nothing more, the layer expands but no net outside force acts. Half of the thermal stress travels down at once; the other half travels up, is inverted at the free surface and follows. The pulse sent down then has two lobes of opposite sign and zero total area, and without damping each lobe of the echo reaches r = 0.69 of the first surface peak, provided the heating is short compared with the time sound needs to cross the heated layer. The point between the lobes still returns after 2d/v, so E is unchanged.

**Comparison of the two**

The scaling estimate, 10.82 GPa, exceeds the exact 9.02 GPa by a fifth of the latter. It would be right for a long wave in a thin rod, whose sides are free: there s_x = s_y = 0 and Hooke's law gives s_z = E e_z. In the film the sides are held, and the lateral stress opposes the axial strain. The film is stiffer along z than a rod of the same material, and its modulus M must be reduced to obtain E.

The form h = 1 − 2ν²/(1 − ν) shows how the estimate behaves over the stable range −1 < ν < 1/2:

- At ν = 0 the two agree, because an axial pull then causes no sideways contraction.
- For any other ν in the range h < 1, so ρv² is an upper bound on E for an isotropic film.
- Near ν = 1/2, write ν = 1/2 − δ with δ small. Then h ≈ (3/2)(2δ)/(1/2) = 6δ, which tends to zero. The echo then measures resistance to a change of volume and says little about E. The scaling estimate fails completely.

**How well E is known**

Taking the logarithm of the result and differentiating gives, to first order,

dE/E = dρ/ρ + 2 dd/d − 2 dt/t + (h′/h) dν,

h′/h = 1/(1 + ν) − 2/(1 − 2ν) + 1/(1 − ν) = 0.800 − 4.000 + 1.333 = −1.867.

The contributions, relative to E, are:

- thickness: 2 × 5/500 = 2.0 %
- time: 2 × 1/333 = 0.6 %
- density: 36/1200 = 3.0 %
- Poisson ratio: 1.867 × 0.05 = 9.3 %

Independent errors add in squares, which gives 10.0 % of E, or 0.9 GPa. Drawing all four inputs at random from normal distributions and using the full formula gives 10.5 %; the small excess comes from the higher-order terms that the first-order rule omits, mainly the curvature of h(ν). The same curvature puts the mean of the drawn values near 8.9 GPa, about 1.4 % below the central value. The answer to (d) is thus E = 9.0 ± 0.9 GPa. With the other inputs held fixed, E runs from 9.74 GPa at ν = 0.20 to 8.04 GPa at ν = 0.30.

A better clock would hardly help; a measured Poisson ratio would. If the film is isotropic, a shear echo supplies it. For displacement along x that varies with z, the stress is μ ∂u_x/∂z with μ = E/[2(1 + ν)], and the same force balance gives the shear speed v_s = √(μ/ρ). With E = hM, the ratio of the squared echo times is

R = (t_s/t)² = v²/v_s² = M/μ = 2(1 − ν)/(1 − 2ν).

Multiplying out, R − 2νR = 2 − 2ν, so

ν = (R − 2)/[2(R − 1)].

For ν = 0.25, R = 3, and the shear echo is expected at √3 × 333 ps = 577 ps. Near the middle of the spot the pump described here pushes evenly along z and launches no shear wave in an isotropic film, so a different source would be needed.

**What the model leaves out**

*A metal cap.* Organosilicate glass, the kind of film meant here, absorbs little visible light, so a bare film that absorbs the pulse at its surface is an idealization. In practice a thin metal layer is often added to absorb the light. Treat it as a rigid sheet of mass m per area. The film pulls on it with the surface stress s = −Zg + Zb, and its velocity is w = g + b, so s = −Zw + 2Zb. After the push has ended,

m ∂w/∂τ + Zw = 2Zb.

Integrate over the echo, before and after which w vanishes: ∫w dτ = 2∫b dτ. Multiply by τ and integrate again, using ∫τ(∂w/∂τ) dτ = −∫w dτ:

−m∫w dτ + Z∫τw dτ = 2Z∫τb dτ.

Division by Z∫w dτ = 2Z∫b dτ shows that the centroid of w lags that of b by m/Z. The first surface pulse is itself the wave sent down, so the measured interval is 2d/v + m/Z. For a cap of 10 nm and 2700 kg/m³ the extra delay is 7.49 ps, and the step-by-step integration with this mass on the surface gave the same value. If the 333 ps included this delay, the transit would take 325.5 ps, and E would be higher by (333/325.5)² − 1 = 4.7 %, with Z kept at its uncorrected value. This is an order of magnitude, not a correction. The delay depends on which feature of the echo is timed. Even for the rigid sheet and the 5 ps push, the peak lags by only about 5.5 ps, and the ratio of the peaks falls to about −1.0 while the ratio of the areas stays −2r. A real cap also expands when it absorbs the light, which changes the shape of the pulse further.

*Anisotropy.* Suppose the film is isotropic in its plane but different along z. With equal in-plane strains e,

s_x = (C₁₁ + C₁₂)e + C₁₃e_z
s_z = 2C₁₃e + C₃₃e_z.

Free sides mean s_x = 0, so e = −C₁₃e_z/(C₁₁ + C₁₂) and

E_z = C₃₃ − 2C₁₃²/(C₁₁ + C₁₂).

The echo fixes C₃₃ = 10.82 GPa. In the isotropic film the second term is 10.82 − 9.02 = 1.80 GPa. Raising C₁₁ + C₁₂ by 20 % with C₁₃ and C₃₃ held fixed lowers it to 1.50 GPa, and E_z becomes 9.32 GPa, a rise of 3.3 %. The effect depends strongly on which constant changes. Raising C₁₃ alone by 20 % multiplies the second term by 1.44, and E_z falls to 8.22 GPa, a drop of 8.8 %. If C₁₁ + C₁₂ is also 20 % lower, the drop is 16 %. A longitudinal and a shear echo along z fix only C₃₃ and the shear constant C₄₄, so they would not reveal any of these changes.

*Heat.* While the pulse passes, heat is taken to spread over much less than the length of the pulse, so M is the adiabatic modulus. A very much shorter pulse would be less adiabatic, because its warmer and cooler parts lie closer together. Let K = 6.01 GPa be the bulk modulus, α = 5 × 10⁻⁵ K⁻¹ the volume expansion coefficient and c = 1000 J/(kg K) the specific heat at fixed strain. At constant entropy a small strain e_z changes the temperature by −KαTe_z/(ρc). The thermal stress is −Kα times this change, so the adiabatic modulus exceeds the isothermal one by K²α²T/(ρc). At 300 K this is 0.21 % of M.

*Pores.* A chain of equal masses and springs with period p has ω = (2v/p) sin(kp/2). Its group speed is dω/dk = v cos(kp/2) ≈ v[1 − (kp)²/8]. A Gaussian pulse of standard deviation 5 ps has a spectrum of width 1/(5 ps) in angular frequency. The corresponding wave number is k = 1/(v × 5 ps) = 1/(15 nm), which gives a wavelength scale 2π/k of 94 nm. With p = 2 nm the loss of speed at this k is 0.22 %. In such a chain the peak of the echo arrives about 0.7 ps late; the centroid, which is set by the longest waves, is not delayed. A chain is a crude picture of a pore network, so this is an order of magnitude and not a correction.

**The real case**

The parameters are round numbers in the regime of porous organosilicate glass, used as a low-k dielectric between metal lines. Such films have densities of roughly 1000 to 1400 kg/m³ and Young moduli from a few GPa to about 10 GPa, so 9.0 GPa lies on the stiff side. The thickness is that of a test film; layers in present-day chips are often 100 nm or thinner. At 100 nm and the same speed the echo would return after about 67 ps, and the 7.5 ps cap delay would be 11 % of it instead of 2 %. A device also runs warmer than the test. With an assumed rough softening of 2 × 10⁻⁴ per kelvin, 75 K of warming lowers E by 1.5 %. The sign is part of the assumption: silica glass, for one, stiffens on warming near room temperature. Patterning breaks the assumption of a wide uniform layer, and the estimates above do not cover damage from etching or the constraint by metal lines. For an isotropic blanket film, the assumed Poisson ratio contributes the most of the four stated input errors. The full set of values is in the numerical output.

Values computed for the example and the checks

```
film thickness: 500 nm
film density: 1200 kg/m^3
round-trip echo time: 333 ps
assumed Poisson ratio: 0.25 (no unit)
longitudinal speed: 3003 m/s
longitudinal modulus M: 10.82 GPa
factor E/M: 0.8333 (no unit)
lateral/axial stress: 0.3333 (no unit)
Young modulus E: 9.02 GPa
Young modulus E: 0.0563 eV/angstrom^3
E if time were one-way: 2.25 GPa
E if thin-rod law used: 10.82 GPa
E for nu=0.20: 9.74 GPa
E for nu=0.30: 8.04 GPa
shear modulus: 3.61 GPa
shear speed: 1734 m/s
predicted shear echo: 577 ps
pump spot radius: 10 um
edge release time: 3330 ps
substrate density: 2300 kg/m^3
substrate speed: 8400 m/s
film impedance: 3.60 MPa s/m
substrate impedance: 19.32 MPa s/m
reflection r: 0.686 (no unit)
echo/first ratio, formula: -1.371 (no unit)
echo/first ratio, simulated: -1.371 (no unit)
simulated echo time: 333.00 ps
slope dlnE/dnu: -1.867 (no unit)
thickness error: 5 nm -> 2.0 % of E
time error: 1 ps -> 0.6 % of E
density error: 36 kg/m^3 -> 3.0 % of E
Poisson error: 0.05 -> 9.3 % of E
total error, linear: 10.0 % of E
total error, sampled: 10.5 % of E
total error, linear: 0.9 GPa
cap thickness: 10 nm
cap density: 2700 kg/m^3
cap delay, formula: 7.49 ps
cap delay, simulated: 7.49 ps
E change if cap corrected: +4.7 %
E_z, C11+C12 raised 20 %: 9.32 GPa
E_z change by anisotropy: +3.3 %
bulk modulus: 6.01 GPa
test temperature: 300 K
volume expansion coefficient: 5.0e-05 1/K
specific heat: 1000 J/(kg K)
adiabatic excess of M: 0.21 %
pulse width (std. dev.): 5 ps
pulse wavelength scale: 94 nm
pore period: 2 nm
group-speed loss by pores: 0.22 %
softening coefficient: 2.0e-04 1/K
warming in use: 75 K
softening in use: 1.5 % of E
```
